# The inertial sum rule for the refractive index of a film

A film is described by a local, linear, isotropic, non-magnetic and passive dielectric function $\varepsilon(\omega)=1+\chi(\omega)$. Fields vary as $e^{-i\omega t}$, and the complex index is $N=n+i\kappa=\sqrt{\varepsilon}$, with $\varepsilon_2=\mathrm{Im}\,\varepsilon\ge 0$ at positive real frequency. The polarization follows the field causally,

$$P(t)=\varepsilon_0\int_0^\infty \chi(\tau)E(t-\tau)\,d\tau,\qquad \chi(\omega)=\int_0^\infty\chi(\tau)e^{i\omega\tau}d\tau .$$

For $\mathrm{Im}\,\omega>0$ the factor $e^{i\omega\tau}$ decays, so $\chi(\omega)$ is analytic in the upper half-plane. Since $\chi(\tau)$ is real, $\chi(-\omega^*)=\chi(\omega)^*$. At zero frequency the film is either an insulator or a conductor with finite dc conductivity $\sigma_0$, for which $\chi\simeq is/\omega$ with $s=\sigma_0/\varepsilon_0$.

## (a) What does electron inertia impose at high frequency?

*Find the leading form of $N-1$ for large $|\omega|$.*

**Solution.** An electron bound with frequency $\omega_0$ and damping $\Gamma$ obeys $m\ddot x+m\Gamma\dot x+m\omega_0^2x=-eE$. With $x\propto e^{-i\omega t}$,

$$x=\frac{-eE}{m(\omega_0^2-\omega^2-i\Gamma\omega)} .$$

For density $n_e$ the polarization is $P=-n_eex=\varepsilon_0\chi E$, hence

$$\chi=\frac{\omega_p^2}{\omega_0^2-\omega^2-i\Gamma\omega}\;\to\;-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=\frac{n_ee^2}{\varepsilon_0m}.$$

Binding and friction drop out because the acceleration term grows as $\omega^2$. Electrons with different $\omega_0$ add their densities, so the limit keeps its form. I assume it in every direction of the upper half-plane. From $N^2-1=\chi$,

$$N-1=\frac{\chi}{N+1}\;\to\;-\frac{\omega_p^2}{2\omega^2},\tag{1}$$

since $N+1\to2$.

## (b) Is the index itself analytic?

*A square root has a branch point wherever its argument has a simple zero. Show that $\varepsilon$ has no zero in the upper half-plane.*

**Solution.** Take $\omega$ in the upper half-plane and close the real axis with a large semicircle, on which $\chi$ vanishes. Cauchy's theorem at $\omega$, which is inside, and at $\omega^*$, which is outside, gives for an insulator

$$\chi(\omega)=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\chi(x)}{x-\omega}dx,\qquad 0=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\chi(x)}{x-\omega^*}dx .$$

The conjugate of the second equation is $0=-\frac1{2\pi i}\int\chi^*(x)/(x-\omega)\,dx$. Adding it to the first and using $\chi-\chi^*=2i\varepsilon_2$ leaves

$$\chi(\omega)=\frac1\pi\int_{-\infty}^\infty\frac{\varepsilon_2(x)}{x-\omega}dx=\frac2\pi\int_0^\infty\frac{x\,\varepsilon_2(x)}{x^2-\omega^2}dx .\tag{2}$$

The last step pairs $x$ with $-x$, since $\varepsilon_2$ is odd. In a conductor the contour passes above the pole at the origin. This adds $is/(2\omega)$ to the first equation and, after conjugation, $-is/(2\omega)$ to the second. The two cancel, and (2) stands.

In the open first quadrant write $\omega^2=u+iv$ with $v>0$. Then

$$\mathrm{Im}\,\frac1{x^2-\omega^2}=\frac{v}{(x^2-u)^2+v^2}>0,$$

so $\mathrm{Im}\,\varepsilon>0$. On the imaginary axis, $\omega=i\xi$, the denominator is $x^2+\xi^2$, and $\varepsilon$ is real and greater than 1. In the second quadrant $\varepsilon(-\omega^*)=\varepsilon(\omega)^*$ gives $\mathrm{Im}\,\varepsilon<0$. Thus $\varepsilon$ never reaches zero or the negative real axis inside the upper half-plane. The root with positive real part is analytic there, and it is the one that tends to 1. Causality makes $\varepsilon$ analytic; passivity then ensures that $N$ is analytic too.

## (c) What is the total area under $n-1$?

*Evaluate $I=\int_0^\infty[n(\omega)-1]\,d\omega$.*

**Solution.** Integrate $N-1$ along the real axis from $-R$ to $R$ and back along the semicircle of radius $R$. No singularity is enclosed, so the sum is zero. By (1) the arc contributes, at leading order,

$$\int_{\rm arc}(N-1)\,d\omega\simeq-\frac{\omega_p^2}{2}\int_R^{-R}\frac{d\omega}{\omega^2}=\frac{\omega_p^2}{2}\left[\frac1\omega\right]_{R}^{-R}=-\frac{\omega_p^2}{R}.\tag{3}$$

In a conductor $N\simeq\sqrt{is/\omega}$ near the origin. A small semicircle of radius $r$ around it contributes at most about $\pi r\sqrt{s/r}=\pi\sqrt{sr}$, which vanishes with $r$. The singularity is integrable and leaves no residue.

The relation $N(-\omega)=N(\omega)^*$ on the real axis makes $n$ even and $\kappa$ odd. The part with $\kappa$ cancels, and

$$2\int_0^R(n-1)\,d\omega=-\int_{\rm arc}(N-1)\,d\omega\simeq\frac{\omega_p^2}{R}.\tag{4}$$

Letting $R\to\infty$ gives the inertial sum rule,

$$\int_0^\infty[n(\omega)-1]\,d\omega=0 .\tag{5}$$

A film with $n>1$ in the visible must have $n<1$ elsewhere, and over the whole spectrum the areas above and below $n=1$ are equal. The electron density is absent from (5): it sets how fast the integral converges, not its value. Equation (4) gives that rate,

$$\int_0^\Omega(n-1)\,d\omega\simeq\frac{\omega_p^2}{2\Omega}\quad\text{for large }\Omega .\tag{6}$$

The area up to a finite cutoff is therefore positive once the cutoff is high enough, and it decays slowly.

## (d) Can the result be reached without the arc integral (3)?

*Express $N(i\xi)$ through $n$ on the real axis, and examine large $\xi$.*

**Solution.** Let $f=N-1$. Cauchy's theorem at $i\xi$ (inside) and at $-i\xi$ (outside), subtracted, gives

$$f(i\xi)=\frac1{2\pi i}\int_{-\infty}^\infty f\left[\frac1{\omega-i\xi}-\frac1{\omega+i\xi}\right]d\omega=\frac1\pi\int_{-\infty}^\infty\frac{\xi f(\omega)}{\omega^2+\xi^2}d\omega,$$

because the bracket equals $2i\xi/(\omega^2+\xi^2)$. This factor falls as $\omega^{-2}$, so the closing arc vanishes for any bounded $f$, without the help of (1). The odd part $\kappa$ drops out:

$$N(i\xi)-1=\frac2\pi\int_0^\infty\frac{\xi\,(n-1)}{\omega^2+\xi^2}\,d\omega .\tag{7}$$

Multiply by $\xi$. The weight $\xi^2/(\omega^2+\xi^2)$ lies between 0 and 1 and tends to 1, and $|n-1|$ is integrable, so the right side tends to $(2/\pi)I$. On the left, (1) at $\omega=i\xi$ gives $\xi\,\omega_p^2/(2\xi^2)\to0$. Hence $I=0$. In this form $2I/\pi$ is the coefficient of a $1/\xi$ term in the index, and inertia forbids such a term.

## (e) What happens when a condition is broken?

*Find $I$ for (i) a lossless plasma, (ii) a Debye relaxator, (iii) a gain medium whose $\varepsilon$ has a zero at $i\xi_1$, and (iv) a film model with $\varepsilon_\infty\neq1$.*

**Solution. (i)** For $\varepsilon=1-\omega_p^2/\omega^2$ the index has $n=0$ below $\omega_p$, which gives area $-\omega_p$. Above, with $x=\omega/\omega_p$,

$$\int_1^\infty\left(\sqrt{1-x^{-2}}-1\right)dx=\left[\sqrt{x^2-1}-\arccos\frac1x-x\right]_1^\infty=1-\frac\pi2 .$$

The total is $I=-\pi\omega_p/2$, numerically $-1.5708$ for $\omega_p=1$. The cause is the pole $N\simeq i\omega_p/\omega$ at the origin, where $\omega N$ does not vanish.

Any small damping $\gamma$ restores the rule. For $\omega\ll\omega_p$, $\varepsilon\simeq-\omega_p^2/[\omega(\omega+i\gamma)]$, and with $y=\omega/\gamma$

$$N\,d\omega\simeq\omega_p\,g(y)\,dy,\qquad g=\frac{i}{\sqrt{y(y+i)}} .$$

The function $g$ is analytic in the upper half-plane and tends to $i/y$, so its large arc gives $i\cdot i\pi=-\pi$. The real axis must give $+\pi$, half of it from $y>0$. The missing area $+\pi\omega_p/2$ thus sits at frequencies of order $\gamma$.

For $\gamma=10^{-6}$ and $\omega_p=1$, the computed area below $\omega=10^{-3}$ is 1.5693. The shortfall from 1.5708 is accounted for: the $-1$ in $n-1$ removes 0.0010, and the tail $\mathrm{Re}\,g\simeq1/(2y^2)$ beyond $y=1000$ holds 0.0005.

**(ii)** For $\varepsilon=1+\Delta/(1-i\omega\tau)$ the high-frequency form is $\chi\simeq i\Delta/(\omega\tau)$, so $N-1\simeq i\Delta/(2\omega\tau)$. The arc no longer vanishes: it gives $(i\Delta/2\tau)(i\pi)=-\pi\Delta/(2\tau)$, and therefore

$$I=\frac{\pi\Delta}{4\tau}.$$

With $\Delta=3$ and $\tau=2$ this is 1.1781, as direct integration also gives. After a field step this medium has $P=\varepsilon_0\Delta E(1-e^{-t/\tau})$, whose current starts at once at the finite value $\varepsilon_0\Delta E/\tau$. Charges with mass cannot acquire velocity instantly, which is why the rule is called inertial.

**(iii)** Take $\chi=-F/(\omega_0^2-\omega^2-i\gamma\omega)$ with $F>\omega_0^2$. On the imaginary axis $\varepsilon(i\xi)=1-F/(\omega_0^2+\xi^2+\gamma\xi)$, which is negative for $0<\xi<\xi_1$, where $\xi_1^2+\gamma\xi_1+\omega_0^2=F$. This segment is a branch cut. In the first quadrant $\mathrm{Im}\,\varepsilon<0$, so $N=-ik$ on the right side of the cut and, by symmetry, $N=+ik$ on the left, with $k=|\varepsilon(i\xi)|^{1/2}$. The contour goes up the left side and down the right:

$$\int_0^{\xi_1}(ik-1)\,i\,d\xi-\int_0^{\xi_1}(-ik-1)\,i\,d\xi=-2\int_0^{\xi_1}k\,d\xi .$$

The real axis must compensate, so $2I=2\int k\,d\xi$ and

$$I=\int_0^{\xi_1}|\varepsilon(i\xi)|^{1/2}d\xi .$$

For $F=3$, $\omega_0=1$, $\gamma=0.5$ the zero is at $\xi_1=1.1861$, and both sides equal 1.0350. This response is causal and falls as $\omega^{-2}$, though with the sign opposite to that in (a), so the large arc still vanishes. The rule fails because of the zero. The zero means that a field with $D=0$ can grow as $e^{\xi_1t}$, so the medium is unstable.

**(iv)** If $\varepsilon\to\varepsilon_\infty\ne1$, then $n-1\to\sqrt{\varepsilon_\infty}-1$ and the integral diverges linearly.

## (f) How does the balance look in a semiconductor film?

*Apply the rule to a Tauc–Lorentz film with $\varepsilon_\infty=1$, $A=120$ eV, $E_0=3.5$ eV, $C=2.5$ eV, $E_g=1.2$ eV. Frequencies are expressed as photon energies $E=\hbar\omega$, so areas are in eV.*

**Solution.** The absorption is zero below $E_g$, and above it

$$\varepsilon_2=\frac{AE_0C\,(E-E_g)^2}{E\,Q(E)},\qquad Q(E)=(E^2-E_0^2)^2+C^2E^2 .$$

Inserting this in (2) gives a rational integrand, $(x-E_g)^2/[Q(x)(x^2-E^2)]$, with six simple poles $p_k$: four roots of $Q$, and $\pm E$. Let $r_k$ be the residues. In partial fractions the antiderivative is $\sum_kr_k\ln(x-p_k)$. The integrand falls as $x^{-4}$, so $\sum_kr_k=0$ and the upper limit gives zero. The lower limit leaves

$$\chi(E)=-\frac{2AE_0C}{\pi}\sum_{k=1}^{6}r_k\ln(E_g-p_k).$$

A real $E>E_g$ is approached from above, so that $\ln(E_g-E)=\ln(E-E_g)-i\pi$. The residue at $x=E$ is $(E-E_g)^2/[2E\,Q(E)]$, and its $-i\pi$ reproduces $\varepsilon_2$. At 4 eV this form gives $\mathrm{Re}\,\chi=-1.8301$, as does direct principal-value integration of (2).

The plasma energy follows from (2) at $\omega=i\xi$ with large $\xi$, where $\chi\to\omega_p^2/\xi^2$:

$$(\hbar\omega_p)^2=\frac2\pi\int_{E_g}^\infty x\,\varepsilon_2\,dx=(15.17\ \text{eV})^2=230.1\ \text{eV}^2 .$$

The computed index is 3.33 at 0.01 eV and falls through 1 at 6.24 eV. The two areas are

$$\int_0^{6.24}(n-1)\,dE=12.94\ \text{eV},\qquad\int_{6.24}^\infty(n-1)\,dE=-12.94\ \text{eV},$$

and they cancel to numerical accuracy. The contour argument can also be tested at finite radius. At $R=30$ eV the arc integral is $-7.804$ eV, and twice the area up to 30 eV is $2\times3.902=7.804$ eV. Equation (7) at $\xi=5$ eV gives $N-1=1.1756$, equal to the value taken directly from $\chi(i\xi)$.

The tail law (6) predicts $230.1/(2\times30)=3.84$ eV at 30 eV, against a computed 3.90 eV. At 100 eV it gives 1.151 eV against 1.152 eV. At 10 eV the two also nearly agree, 11.51 and 11.53 eV, but that energy lies below the plasma energy, where the expansion behind (6) is not justified. The agreement there is no evidence for the law: the area merely crosses the curve (6), lying 5.5% below it at 9 eV, 4.5% above it at 11 eV and 8.6% above it at 15 eV.

Suppose an ellipsometer covers 0.6 to 6.5 eV. The model divides the area as follows:

| Range | Area (eV) |
|---|---|
| 0 to 0.6 eV | 1.41 |
| 0.6 to 6.5 eV | 11.52 |
| above 6.5 eV | −12.93 |

Nearly all the compensation lies above the window, so data from the window cannot verify the rule unaided. If $n$ is 1% too high throughout the window and the area outside is held fixed, the sum is violated by

$$0.01\int_{0.6}^{6.5}n\,dE=0.01\,(11.52+5.90)=0.174\ \text{eV},$$

or 1.5% of the window's area. The rule can expose such an error only if the area outside is known better than this. Nor does it certify fitted parameters: a model that meets the conditions above satisfies (5) for wrong parameters as well as for right ones. It tests tabulated indices joined from several sources, and it can expose functional forms that lack causality or inertia. A zero sum does not prove causality, however, because (5) contains $n$ alone and says nothing about whether $\kappa$ belongs to it.

## (g) How far does a real film depart from this model?

*Estimate the main neglected effects and say which quantity each one moves.*

**Solution.** The parameters are round values in the rough regime of amorphous silicon. The model's low-energy index of 3.3 is near the rough value 3.5 for that material. At a rough density of $5\times10^{22}$ atoms per cm³ the plasma energy corresponds to 3.3 electrons per atom, somewhat below silicon's four valence electrons. The model also treats valence electrons as the whole response, which is not true of silicon. The following sizes are rough estimates.

**Core electrons.** Represent the L shell by 8 electrons at 150 eV (width 50 eV) and the K shell by 2 at 2000 eV (width 500 eV). The window area rises by only about 0.01 eV, but convergence is delayed: the area up to 100 eV becomes 2.57 eV instead of 1.15 eV, and up to 1000 eV it is 0.41 eV instead of 0.12 eV. The full sum is still zero. These sizes depend on where the shells are placed. With the L shell at 110 eV and the K shell at 1840 eV, the area up to 100 eV is 3.8 eV and the window change 0.03 eV. With broader shells at 250 eV (width 200 eV) and 3000 eV (width 1500 eV), they are 1.6 eV and 0.005 eV. The area up to 1000 eV stays near 0.4 eV. A cutoff well above the valence plasma energy is thus not high enough for (6), with all electrons counted in $\omega_p^2$, if it lies below the core absorption.

**Temperature.** Heating by 100 K, with a rough gap shift of −0.4 meV/K and all other parameters held fixed, lowers $E_g$ to 1.16 eV. The window area of the model grows by 0.23 eV, or 2.0%. Most of this is artificial: with $A$ fixed, a lower $E_g$ raises $\varepsilon_2$ at every energy above the gap and so raises $\omega_p^2$, here by 2.1%, although heating adds no electrons. With $A$ rescaled to hold $\omega_p^2$ fixed, the change is only 0.05 eV. The number is a sensitivity to $E_g$, not a prediction for a heated film. The sum remains zero, because the area outside the window changes to match.

**Hydrogen vibrations.** Take 0.1 hydrogen per atom, each carrying a chosen charge $e$, with a mode at 0.08 eV of width 0.01 eV. The area below the window changes by $+0.0010$ eV and that inside by $-0.0007$ eV. Both are negligible here.

**A fitted constant.** Fits over a limited window may use $\varepsilon_\infty>1$ to stand for absorption above the fitted range. This can serve inside the window if that absorption lies far above it, but it cannot be carried into (5). With $\varepsilon_\infty=1.15$ and the other parameters unchanged, the area is 5.8 eV up to 30 eV and 72 eV up to 1000 eV. Its growth per eV, computed between 10 and 20 keV, is 0.07238, which equals the limit $\sqrt{1.15}-1$. To restore the rule, the constant must be set to 1. The absorption it stood for can then be described by oscillators at finite energy.

**Atomic structure.** At 5.3 keV the photon wavelength equals a rough silicon bond length of 0.235 nm. An index for the forward wave can still be defined there, but a local $\varepsilon$ no longer describes the full response, since the atoms also scatter through large angles. The model with cores assigns $-0.088$ eV to energies beyond this, 0.7% of the valence model's positive area of 12.94 eV. This energy is not a sharp limit: waves scattered straight back from two atoms one bond length apart along the beam already cancel when the wavelength is four times that length, near 1.3 keV. The upper limit of infinity in (5) therefore reaches beyond the range of the local description, though in this example the area involved is modest: 0.7% of the positive area beyond 5.3 keV, and about $-0.32$ eV, or 2.5%, beyond 1.3 keV.

The numerical output below lists the values for the main cases.

## Values computed for the example and the checks

```
GENERAL TESTS (frequencies in units of the model)
Lorentz insulator, sum: 4.4e-16
Drude metal wp=1, damping 0.1, sum: -1.4e-08
lossless plasma wp=1, sum: -1.5708
  -pi/2: -1.5708
damping 1e-06: area below 0.001: 1.5693
  its full sum: -5.2e-06
Debye step 3, time 2, sum: 1.1781
  pi*step/(4*time): 1.1781
gain 3, width 0.5, centre 1, sum: 1.0350
  cut integral: 1.0350, zero at i*1.1861
FILM (Tauc-Lorentz, eps_inf = 1)
A, E0, C, Eg: 120, 3.5, 2.5, 1.2 eV
chi at 4 eV: -1.8301 + 18.0427 i
  real part by quadrature: -1.8301
N - 1 at i*5 eV: direct 1.17557
  from n on the real axis: 1.17557
arc integral at radius 30 eV: -7.8042 eV
n at 0.01 eV: 3.333
n = 1 at: 6.238 eV
positive area: 12.9376 eV
negative area: -12.9376 eV
sum: 3.1e-12 eV
plasma energy: 15.169 eV
atom density: 5.0e+22 cm^-3
effective electrons/atom: 3.34
area to 10 eV: 11.5322, tail law 11.5056 eV
area to 30 eV: 3.9021, tail law 3.8352 eV
area to 100 eV: 1.1519, tail law 1.1506 eV
area to 1000 eV: 0.1151, tail law 0.1151 eV
area 0 to 0.6 eV: 1.4103 eV
area 0.6 to 6.5 eV: 11.5157 eV
area above 6.5 eV: -12.9261 eV
1% index error in window: 0.1742 eV
NEGLECTED EFFECTS (rough)
L shell: 8 el., 150 eV, width 50 eV
K shell: 2 el., 2000 eV, width 500 eV
with cores, area to 10 eV: 11.5585 eV
with cores, area to 30 eV: 4.2285 eV
with cores, area to 100 eV: 2.5654 eV
with cores, area to 1000 eV: 0.4115 eV
with cores, sum: 3.1e-12 eV
cores, change in window: 0.0145 eV
H: 0.1/atom, charge e, 0.08 eV, w 0.01 eV
H mode, change below window: 9.58e-04 eV
H mode, change in window: -7.46e-04 eV
heating 100 K, gap to 1.16 eV
  change in window: 0.2269 eV; sum -4.0e-12 eV
eps_inf 1.15: area to 30 eV 5.799 eV
  to 1000 eV 72.488 eV; growth 0.07238 per eV
wavelength = 0.235 nm at 5276 eV
  area beyond, with cores: -0.0878 eV
```
